# Saturation exposure for narrowing a long cylindrical pore by atomic layer deposition

## Result and setting

A cylindrical pore of length $L$, closed at one end, is coated by a sequence of self-limiting cycles. Each cycle reduces the radius by $g$. If every dose is just long enough to saturate the pore at its current radius, the exposure summed from radius $r_0$ down to $r_1$ is

$$
E_{\rm sum}\simeq\frac38\,K\sqrt{2\pi mkT}\,\frac{L^2}{g}\left(\frac1{r_1}-\frac1{r_0}\right).
$$

Exposure means precursor partial pressure at the pore mouth multiplied by time. $K$ is the number of precursor molecules taken up per unit wall area in one cycle, $m$ the molecular mass, $k$ Boltzmann's constant and $T$ the temperature. The formula counts one reactant; the other has its own $K$ and $m$.

The result is of leading order in $g/r_1$ and $r_0/L$. It assumes that molecules meet walls far more often than each other, leave the wall in random (cosine-law) directions, and are small compared with the pore. Mouth pressure, $K$, $g$, $L$ and $T$ stay constant. "Diffusion-limited" means that transport down the pore, not the surface reaction, sets the dose; this becomes an inequality below.

## Gas flux and diffusion in the empty pore

Let $n$ be the gas density. For a Maxwell distribution the one-way flux onto a surface is

$$
F=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_z^2/2kT}\,dv_z
=n\sqrt{\frac{kT}{2\pi m}} .
$$

The mean speed is $\bar v=\sqrt{8kT/\pi m}$, so $F=n\bar v/4$. Inserting $n=P/kT$ gives $F=P/\sqrt{2\pi mkT}$. An exposure $Pt$ therefore equals the number of impacts per area, $Ft$, times $\sqrt{2\pi mkT}$.

For the diffusivity, let $n(x)$ vary slowly with depth $x$. A molecule crossing a given section at angle $\alpha$ to the axis carries the density of the place where it last left the wall. Let $\ell$ be the distance back to the wall, projected onto the section. The true path is $\ell/\sin\alpha$, and its axial part is $\ell\cot\alpha$. The number crossing per unit time is

$$
J=\int dA\int d\Omega\,\frac{\bar v}{4\pi}\cos\alpha
\left[n-\ell\cot\alpha\,\frac{dn}{dx}\right].
$$

The first term cancels between forward and backward directions. With $d\Omega=\sin\alpha\,d\alpha\,d\phi$, the angular factor in the second is

$$
\int_0^\pi\cos\alpha\cot\alpha\sin\alpha\,d\alpha
=\int_0^\pi\cos^2\alpha\,d\alpha=\frac{\pi}{2}.
$$

For fixed $\phi$, cut the circular section into parallel chords at offset $y$, each of length $c=2\sqrt{r^2-y^2}$. Along one chord $\int_0^c\ell\,d\ell=c^2/2=2(r^2-y^2)$. Hence

$$
\int dA\int d\phi\,\ell
=2\pi\int_{-r}^{r}2(r^2-y^2)\,dy=\frac{16\pi r^3}{3}.
$$

Collecting factors,

$$
J=-\frac{\bar v}{4\pi}\,\frac{\pi}{2}\,\frac{16\pi r^3}{3}\frac{dn}{dx}
=-\frac{2\pi r^3\bar v}{3}\frac{dn}{dx},
\qquad D=\frac{2r\bar v}{3},
$$

where $D$ follows on dividing by the area $\pi r^2$.

**Test on a long tube.** The transmission of tubes of length $500r$ and $1000r$ was computed from the geometrical exchange of molecules between wall rings, with no diffusion equation. The increase of flow resistance between the two lengths gives $D/(r\bar v)=0.6660$, against $2/3=0.6667$.

## Simplest case: one dose with a sharp front

Suppose every molecule that reaches bare wall sticks there at once. The wall is then full down to a depth $X$ and bare beyond it. Behind the front the density falls linearly from $n_0$ at the mouth to zero at $X$. Molecules arriving at the front fill new wall:

$$
\pi r^2D\frac{n_0}{X}=2\pi rK\frac{dX}{dt}.
$$

Separate the variables and integrate from $X=0$ to $L$:

$$
\frac{L^2}{2}=\frac{rDn_0t}{2K},\qquad
n_0t=\frac{KL^2}{rD}=\frac{3KL^2}{2r^2\bar v}.
$$

Multiplication by $\bar v/4$ gives the impacts per mouth area, and then by $\sqrt{2\pi mkT}$ the exposure:

$$
Ft=\frac38K\left(\frac Lr\right)^2,\qquad
E(r)=\frac38K\sqrt{2\pi mkT}\left(\frac Lr\right)^2.
$$

The power of $r$ has a simple origin. The wall to be covered grows as $r$, the open section as $r^2$, and the diffusivity as $r$. The dose goes as $r/(r^2\cdot r)=r^{-2}$. The factor $L^2$ arises because a pore twice as long has twice the wall and, on average, twice the path to it.

If the pore is open at both ends, symmetry forbids net flow through its middle plane. Each half is a closed pore of length $L/2$, and the exposure is one quarter of that for a closed pore of length $L$.

## Generalization: finite sticking and a blurred front

Real precursors may hit the wall many times before reacting. Let $\theta(x,t)$ be the fraction of $K$ already taken up, and $s$ the sticking probability on bare wall. Irreversible Langmuir uptake means

$$
K\frac{\partial\theta}{\partial t}=s\,\frac{n\bar v}{4}(1-\theta).
$$

A slice $dx$ has gas volume $\pi r^2dx$ and wall area $2\pi r\,dx$. Conservation of molecules, divided by the volume, reads

$$
\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial x^2}
-\frac{2K}{r}\frac{\partial\theta}{\partial t}.
$$

Both equations can be integrated over the dose. Define $N(x)=\int_0^t n(x,t')\,dt'$, and let the pore be free of precursor and its wall bare at the start. Dividing the first equation by $K(1-\theta)$ and integrating gives

$$
-\ln(1-\theta)=\frac{s\bar v}{4K}N .
$$

The second equation becomes

$$
D\frac{d^2N}{dx^2}=\frac{2K}{r}\theta+n .
$$

Let the dose end when the coverage at the closed end reaches $q$. Neglecting uptake on the bottom disc, no gas flows through that end, so $N'(L)=0$. Since $N''\ge0$, $N$ falls with depth, and so does $\theta$. Hence $q\le\theta\le1$ throughout. Also $0\le n\le n_0$, because the gas enters at density $n_0$ and the wall only removes it. With $\varepsilon=n_0r/(2K)$, which compares gas in the pore with sites on its wall,

$$
\frac{2K}{rD}\,q\le\frac{d^2N}{dx^2}\le\frac{2K}{rD}(1+\varepsilon).
$$

Integrating from $x$ to $L$ bounds $-N'(x)$ by the same constants times $L-x$. Integrating again from $0$ to $L$ supplies a factor $L^2/2$:

$$
q\frac{KL^2}{rD}\le N(0)-N(L)\le(1+\varepsilon)\frac{KL^2}{rD}.
$$

Here $N(0)=n_0t$, while the coverage law gives $\bar vN(L)/(4K)=-\ln(1-q)/s$. Multiplying by $\bar v/(4K)$ and using $D=2r\bar v/3$,

$$
\frac{3q}{8}\frac{L^2}{r^2}+\frac{-\ln(1-q)}{s}
\le\frac{Ft}{K}\le
\frac{3(1+\varepsilon)}{8}\frac{L^2}{r^2}+\frac{-\ln(1-q)}{s}.
$$

Within the diffusion model these bounds need no sharp front. They reduce to the simple law when

$$
\frac{-\ln(1-q)}{s}\ll\frac38\frac{L^2}{r^2},\qquad q\to1,\qquad\varepsilon\ll1 .
$$

The first inequality is the meaning of diffusion-limited.

The length scale of the front follows from the region of low coverage, where $\theta\simeq s\bar vN/(4K)$. Neglecting the gas term, $DN''=(s\bar v/2r)N$, whose solutions decay over

$$
\lambda=\sqrt{\frac{2rD}{s\bar v}}=\frac{2r}{\sqrt{3s}} .
$$

For $s$ near one this is about a radius, and diffusion is then a poor description inside the front. The long saturated stretch behind it, which produces the $L^2$ term, is still described by $D$.

**Test on the opposite limit.** In a short pore with slow sticking, the term $-\ln(1-q)/s$ dominates and contains no radius. For $s=0.01$ and $q=0.99$, time-dependent solution of the two equations at $L/r=5$ and $10$ gives doses in the ratio $1.059$. The diffusion-limited law would give $4$. Pores this short strain the diffusion equation, but the loss of the $r^{-2}$ law is plain.

## From one cycle to the whole coating

Number the cycles $j=0,1,\dots,M-1$. Cycle $j$ begins at $r_j=r_0-jg$, and the final radius is $r_1^{\rm fin}=r_0-Mg$, which is the $r_1$ of the opening formula. Since $r_1$ could also be read as the start of cycle 1, write $R$ for the final radius while the sum is worked out and tested. The last dose starts at $R+g$. The sum needed is $S=\sum_j1/r_j^2$.

Compare each term with a slightly larger one that splits into a difference:

$$
\frac1{r_j^2}<\frac1{r_j^2-g^2/4}
=\frac1g\left[\frac1{r_j-g/2}-\frac1{r_j+g/2}\right].
$$

Since $r_j-g/2=r_{j+1}+g/2$, neighbouring terms cancel in the sum. Only the two ends survive:

$$
S\simeq\frac1g\left[\frac1{R+g/2}-\frac1{r_0+g/2}\right].
$$

The right side is slightly too large; term by term the relative excess is about $g^2/(4r_j^2)$. Expanding to first order in $g$,

$$
S\simeq\frac1g\left(\frac1R-\frac1{r_0}\right)
\left[1-\frac g2\left(\frac1R+\frac1{r_0}\right)\right].
$$

Dropping the small term in the square bracket and multiplying by $\frac38K\sqrt{2\pi mkT}\,L^2$ gives the opening result.

**Limits.** For slight narrowing, $Mg\ll r_0$, the difference of reciprocals is $Mg/(r_0R)\simeq Mg/r_0^2$. The total is then $M$ equal doses, as it should be. For $R\ll r_0$ the total grows as $1/R$ and the starting radius hardly matters. The divergence belongs to the model: it ceases to apply when $R$ approaches the size of a molecule or of $g$.

**Test on a sequence of cycles.** A pore of length 10 µm was narrowed from 50 to 20 nm in ten coarse steps of 3 nm, with $s=0.01$, $q=0.99$ and $\varepsilon=10^{-3}$. Each dose was found by solving the equations in time. The closed form for $S$, plus the sticking term for each cycle, can be compared with the running sum of $Ft/K$:

| Radius reached | Solved in time | Closed form |
|---|---:|---:|
| 47 nm | 15453 | 15474 |
| 35 nm | 101891 | 102050 |
| 20 nm | 342375 | 343282 |

The final difference is 0.3% of the closed form. Nearly all of it is the excess of the closed form over the explicit sum, which these coarse steps make visible: $g^2/(4r_j^2)$ is 0.4% for the last dose, which starts at 23 nm. With the explicit sum of $1/r_j^2$ the prediction is 342414, within about 0.01% of the solution in time. This close match owes something to cancellation: incomplete coverage near the closed end lowers the sum by about 0.09%, and the gas term $\varepsilon$ raises it by about 0.08%.

**What the growth per cycle does.** A film containing $\rho$ precursor-derived atoms per volume, one per molecule, has $K\simeq\rho g$. More precisely, a cycle fills $\pi[r^2-(r-g)^2]=2\pi rg(1-g/2r)$ per unit length, so the correction is $g/(2r)$. At leading order $K/g=\rho$, and with $r_1$ again denoting the final radius,

$$
E_{\rm sum}\simeq\frac38\rho\sqrt{2\pi mkT}\,L^2
\left(\frac1{r_1}-\frac1{r_0}\right).
$$

At fixed film density, a smaller growth per cycle means more doses but not more total exposure, as long as each dose remains diffusion-limited. It does mean more purges, which are not counted here.

**A fixed dose.** If all $M=(r_0-r_1)/g$ doses are as long as the last one, the total is about $M/r_1^2$ in place of $S$. The ratio is

$$
\frac{(r_0-r_1)/(gr_1^2)}{(r_0-r_1)/(gr_0r_1)}=\frac{r_0}{r_1}.
$$

At constant mouth pressure, the matched dose time should therefore grow as $1/r_j^2$ from cycle to cycle.

## Worked example: strontium oxide in a membrane pore

The following inputs are rough typical values for a bulky strontium cyclopentadienyl precursor: mass 470 u, diameter 1 nm, film density 29 Sr atoms/nm³, and growth 0.04 nm per cycle. The pore is closed at one end, is 50 µm long and narrows from 50 to 20 nm radius in 750 cycles. The temperature is 523 K, the precursor pressure 0.1 Torr in a total of 1 Torr, and $s=0.01$. Each dose ends when the coverage at the closed end reaches $q=0.99$.

The uptake is $K=29\times0.04=1.16$ molecules/nm², which gives $K\sqrt{2\pi mkT}=1.637\times10^{-6}$ Torr s. This uptake is about the closest packing of discs 1 nm wide, so it presumes that molecules lose ligands on adsorption and then take up less room. For the first dose, $L/r=1000$ and

$$
E=0.375\times1000^2\times1.637\times10^{-6}\ {\rm Torr\,s}
=0.614\ {\rm Torr\,s},
$$

or 6.1 s at 0.1 Torr. The last dose needs 3.82 Torr s, or 38 s. The total is

$$
E_{\rm sum}=\frac{0.375(1.637\times10^{-6})(50000)^2}{0.04}
\left(\frac1{20}-\frac1{50}\right)
\simeq1.15\times10^3\ {\rm Torr\,s},
$$

equal to $1.5\times10^5$ Pa s. This is 3.2 h of strontium dosing. The explicit sum over 750 cycles is 0.14% lower than the leading law, as the first-order term in $g$ predicts. By the leading law, stopping at 30 nm would need 512 Torr s and continuing to 10 nm would need 3070 Torr s, before the correction for molecular size given below. Using the last dose throughout would cost 2.49 times the matched total, close to $r_0/r_1=2.5$.

Is this pore diffusion-limited? For the first dose the diffusive term in $Ft/K$ is 375000 and the sticking term 461. The decay length $\lambda$ is about 580 nm, and the coverage falls from 0.9 to 0.1 over about $3.5\lambda\simeq2$ µm, small beside 50 µm. Solving this dose in time gives 375361, inside the bounds.

## How far the neglected effects move the answer

At the stated inputs, the largest correction sized here comes from the size of the precursor molecule. Its centre can move only within a radius $a=r-d/2$, where $d$ is its diameter. The flow contains $a^3$, while the wall still offers sites in proportion to $r$. The dose is multiplied by $(r/a)^3=[1-d/(2r)]^{-3}$. This adds 7.9% to the last dose and 5.4% to the total if the filled wall is smooth. Ligands still standing on the adsorbed precursor narrow the open bore further: a layer 0.5 nm thick would reduce $a$ by the same amount and raise these figures to about 17% and 11%.

The mouth adds a resistance. Write the inverse transmission of a tube of length $x$, open at both ends, as $3x/(8r)+c$. By symmetry, half of $c$ belongs to each end. Only the mouth counts here: molecules that pass the front land on bare wall that must be filled anyway. The dose then becomes approximately

$$
\frac{Ft}{K}=\frac2r\int_0^L\left(\frac{3x}{8r}+\frac c2\right)dx
=\frac38\frac{L^2}{r^2}+\frac{cL}{r},
$$

a relative increase of $8cr/(3L)$. The ring calculation at length $1000r$ gives $c=2.70$, hence roughly 0.7% for the first dose; counting both ends would give 1.4%. This is an estimate, since $c$ is treated as independent of length and the far end as free of loss. In fact $c$ grows slowly, roughly as $\ln(L/r)$, from about 2.1 at $L/r=100$ to 2.7 at $1000$; this growth is also why the long-tube test gave 0.6660 rather than 0.6667. The bottom disc has area $\pi r^2$ and must be fed through the full resistance $3L/(8r)$; it adds the fraction $r/L$, or 0.1%.

Film curvature and lengthening of the pore by film at its mouth each change the last dose by about 0.1%; film on the closed end shortens the pore by the same length and offsets the second change. Finite sticking adds at most 0.05% to the total. The gas inventory is $\varepsilon=4\times10^{-5}$. If all gas molecules are given the precursor's diameter and mass, the mean free path is 12 µm, or 122 initial pore diameters. In a light carrier gas such as nitrogen, with the same diameter assumed, the heavy precursor's path is about 4 µm, still some 40 pore diameters, so wall collisions dominate. Gas collisions are not negligible at the level of the other corrections, however: the pore is longer than these free paths, and collisions cut short the rare long flights along the axis. A rough estimate puts the increase of the first dose at 1–2% for a gas of precursor-like molecules, and at about half a percent in nitrogen, where each collision deflects the heavy molecule only slightly.

Porous membranes with radii of tens of nanometres and lengths of tens of micrometres are real substrates for such coatings, but the chemistry is less ideal than the model. The precursor pressure at the mouth may fall well below 0.1 Torr when many pores draw on the same gas; at a steady 0.01 Torr the same exposure would take ten times as long. The sticking probability is poorly known: at $10^{-4}$ its contribution would rise from 0.05% to about 5% of the leading total. Strontium oxide can also take up water and carbon dioxide, which changes its density and can disturb constant growth. If $K/g$ rises by 10%, so does the total exposure. Slow decomposition of the precursor is a further limit, because it does not saturate: a parasitic rate of only 0.038 nm/h adds 1% of $g$ during the last dose. Kept up through all 3.2 h of dosing, that rate would add only about 0.12 nm at the mouth, and the pore would stay nearly uniform. Much faster decomposition would narrow the mouth ahead of the depth, and a single radius would no longer describe the pore.

## Numbers as computed

```
Initial, final radius: 50, 20 nm
Pore length: 50 micrometre
Growth per cycle: 0.04 nm; cycles: 750
Film density: 29 Sr atoms/nm^3
Uptake per cycle K: 1.16 molecules/nm^2
Precursor mass: 470 u; diameter: 1.0 nm
Temperature: 523 K
Precursor, total pressure: 0.1, 1.0 Torr
Sticking: 0.01; end coverage: 0.99
Mean molecular speed: 153.5 m/s
D/(r v) from wall exchange: 0.6660 (no unit)
D/(r v) from formula: 0.6667 (no unit)
Test pore length: 10 micrometre
Test growth per cycle: 3 nm; cycles: 10
Test to 47 nm, summed dose/K: simulated 15453, closed form 15474
Test to 35 nm, summed dose/K: simulated 101891, closed form 102050
Test to 20 nm, summed dose/K: simulated 342375, closed form 343282
Short pore L/r 5 to 10, dose ratio: 1.059
First dose/K simulated: 375361 (no unit)
First dose/K diffusive law: 375000 (no unit)
First dose/K sticking term: 461 (no unit)
Flat-surface unit K sqrt(2 pi m k T): 1.637e-06 Torr s
First-cycle exposure: 0.614 Torr s
Last-cycle exposure: 3.822 Torr s
First dose time: 6.14 s
Last dose time: 38.22 s
Total, explicit sum: 1149.57 Torr s
Total, midpoint form: 1149.57 Torr s
Total, leading law: 1151.18 Torr s
Total, leading law: 1.535e+05 Pa s
Leading-law excess: 0.140 %
Total dosing time: 3.19 h
Leading-law total to 40 nm: 191.9 Torr s
Leading-law total to 30 nm: 511.6 Torr s
Leading-law total to 10 nm: 3069.8 Torr s
Fixed last dose / matched doses: 2.494 (no unit)
Molecular size, last dose: +7.87 %
Molecular size, total: +5.45 %
Extra mouth resistance c: 2.70 (no unit)
Mouth effect, first dose: +1.44 %
Pore bottom, first dose: +0.10 %
Finite sticking, total: +0.049 %
Front width, first dose: 577 nm
Shell curvature, last dose: -0.100 %
Mouth film lengthening, last dose: +0.120 %
Gas inventory / wall uptake: 3.98e-05 (no unit)
Mean free path: 12.2 micrometre
Mean free path / initial diameter: 122 (no unit)
Parasitic rate adding 1% in last dose: 0.0377 nm/h
```
